# Finding a ferroelectric switching saddle with the dimer method

## A saddle in two variables

Take the energy

$$E=-\tfrac12\kappa x^2+\tfrac12\mu y^2,\qquad \kappa,\mu>0 .$$

The force is $\mathbf F=-\nabla E=(\kappa x,\,-\mu y)$. Following it brings $y$ to zero but drives $x$ away, so descent cannot find the saddle at the origin. Minimizing $|\mathbf F|^2$ instead does converge there, but it is equally attracted to wells: near any stationary point with Hessian $H$, $|\mathbf F|^2\approx\delta^TH^2\delta$, which is positive whatever the signs of the eigenvalues of $H$.

The cure is to reverse one component of the force. With $(-\kappa x,-\mu y)$ both coordinates decay. This needs the right axis, so suppose we reverse along $\mathbf e=(\cos\alpha,\sin\alpha)$ instead. The motion is $\dot{\mathbf x}=J\mathbf x$ with

$$J=-(I-2\mathbf e\mathbf e^T)H=-\begin{pmatrix}-\cos2\alpha&-\sin2\alpha\\-\sin2\alpha&\cos2\alpha\end{pmatrix}\begin{pmatrix}-\kappa&0\\0&\mu\end{pmatrix}
=\begin{pmatrix}-\kappa\cos2\alpha&\mu\sin2\alpha\\-\kappa\sin2\alpha&-\mu\cos2\alpha\end{pmatrix}.$$

Its determinant is $\kappa\mu(\cos^22\alpha+\sin^22\alpha)=\kappa\mu>0$ and its trace is $-(\kappa+\mu)\cos2\alpha$. Both rates have negative real parts when $\cos2\alpha>0$, that is, when the axis is less than $45^\circ$ from the unstable direction. A rough axis suffices; one beyond $45^\circ$ repels the search from the saddle it seeks. For an unknown saddle the axis must therefore be found along the way.

## Reversal along the lowest curvature

In $n$ coordinates let $H$ have eigenvalues $\lambda_1<\lambda_2\le\dots$ and unit eigenvectors $\mathbf v_i$. At each point choose $\mathbf n=\mathbf v_1$, the direction of lowest curvature, and move by

$$\dot{\mathbf x}=\mathbf F-2(\mathbf F\cdot\mathbf n)\mathbf n .\tag{1}$$

Now $\mathbf n$ varies with position. At a displacement $\delta$ from a stationary point, $\mathbf F=-H\delta+O(\delta^2)$, while $\mathbf n=\mathbf v_1+O(\delta)$ because $\lambda_1$ is separated from $\lambda_2$. The change of $\mathbf n$ multiplies a force that is already $O(\delta)$, so it enters at second order:

$$\dot\delta=-(I-2\mathbf v_1\mathbf v_1^T)H\delta+O(\delta^2).$$

Along $\mathbf v_1$ the bracket equals $-1$ and the rate is $+\lambda_1$; along every other $\mathbf v_i$ it is $-\lambda_i$. If no eigenvalue vanishes, the point attracts if and only if

$$\lambda_1<0<\lambda_2 ,$$

which means one negative Hessian eigenvalue. A well repels at rate $\lambda_1>0$, and a point with two negative eigenvalues repels at rate $-\lambda_2>0$.

This statement is local. It does not promise that a search from any given start converges.

Inside a well, where the lowest curvature is positive, I use the reversed part alone,

$$\dot{\mathbf x}=-(\mathbf F\cdot\mathbf n)\mathbf n ,\tag{2}$$

so that all the motion goes into climbing. This is a choice; equation (1) also leaves the well. The force points back to the well, so (2) climbs on whichever side the search begins. The first displacement thus carries information: it must lean towards the reversal being sought.

## Finding the direction from forces

A full Hessian at each step would be costly in a large system. A dimer, two images at $\mathbf x\pm h\mathbf n$, gives the curvature from the gradient $\mathbf g=-\mathbf F$:

$$C=\frac{\mathbf n\cdot[\mathbf g(\mathbf x+h\mathbf n)-\mathbf g(\mathbf x-h\mathbf n)]}{2h}.$$

With $f(s)=E(\mathbf x+s\mathbf n)$ the numerator is $f'(h)-f'(-h)=2hf''(0)+\tfrac{h^3}{3}f''''(0)+\dots$, since even powers cancel. Hence

$$C=\mathbf n\cdot H\mathbf n+\frac{h^2}{6}f''''(0),$$

with no further terms when $E$ is a quartic polynomial. The same difference without the projection gives the vector $H\mathbf n$, up to an error of order $h^2$.

To lower the curvature, turn $\mathbf n$ against the residual $\mathbf r=H\mathbf n-C\mathbf n$, which is perpendicular to $\mathbf n$. Let $\boldsymbol\theta=-\mathbf r/|\mathbf r|$ and try $\mathbf n\cos\varphi+\boldsymbol\theta\sin\varphi$. With $C_{ab}=\mathbf a\cdot H\mathbf b$,

$$C(\varphi)=C_{nn}\cos^2\varphi+2C_{n\theta}\sin\varphi\cos\varphi+C_{\theta\theta}\sin^2\varphi=m+D\cos2\varphi+B\sin2\varphi,$$

$$m=\tfrac12(C_{nn}+C_{\theta\theta}),\quad D=\tfrac12(C_{nn}-C_{\theta\theta}),\quad B=C_{n\theta}=\boldsymbol\theta\cdot(\mathbf r+C\mathbf n)=-|\mathbf r| .$$

The last two terms are the scalar product of $(D,B)$ with the unit vector $(\cos2\varphi,\sin2\varphi)$. It is least when the two are opposite:

$$2\varphi=\operatorname{atan2}(-B,-D),\qquad C_{\min}=m-\sqrt{D^2+B^2}.$$

Since $C_{nn}=m+D$, each turn lowers the curvature as long as $B\ne0$. It stops when $\mathbf r=0$, at an eigenvector. A higher eigenvector also has $\mathbf r=0$, but a slight tilt towards $\mathbf v_1$ lowers the curvature and the rotation leaves it. A random first direction therefore generically leads to $\mathbf v_1$. The residual alone cannot certify this, which is one reason for a Hessian at the end.

Small errors in $\mathbf n$ do not shift the result, because the reversal preserves length:

$$|\mathbf F-2(\mathbf F\cdot\mathbf n)\mathbf n|^2=F^2-4(\mathbf F\cdot\mathbf n)^2+4(\mathbf F\cdot\mathbf n)^2=F^2 .$$

Where $\lambda_1<\lambda_2$, so that $\mathbf n$ is defined, the motion under (1) stops only where the true force vanishes. Where the two lowest eigenvalues meet, $\mathbf n$ is undefined and the flow can be trapped at finite force. For $E=x^3+xy^2+x-\tfrac12(x^2+y^2)$ the reversed force points towards the origin from every side, although $|\mathbf F|=1$ there. A stalled search must therefore be checked for a vanishing force.

## A hafnia-like cell

Describe a 12-atom cell by a tetragonal amplitude $t$, a polar amplitude $p$ and an antipolar amplitude $a$. All are dimensionless, one unit being a displacement of 0.05 nm, and all carry the same mass, so that lengths in different directions can be compared. The model energy is

$$E=A(t^2-1)^2+\tfrac12k_pp^2+\tfrac12k_aa^2-g\,t\,p\,a+\tfrac b4(p^4+a^4)+wFp ,$$

with round values $A=1.0$, $k_p=0.4$, $k_a=1.2$, $g=1.1$ and $b=0.4$ eV. Neither $p$ nor $a$ is unstable alone; the trilinear term makes them condense together. The field has magnitude $F$ and points down, against $p>0$, hence the plus sign. With cell volume 0.134 nm³ and 40 μC/cm² at $p=1$,

$$w=\frac{(0.134\times10^{-27}\,\mathrm{m^3})(0.40\,\mathrm{C/m^2})(10^8\,\mathrm{V/m})}{e}=0.03345\ \mathrm{eV}\ \text{per MV/cm}.$$

At $F=0$ the saddle is known by symmetry: the tetragonal point $t=1$, $p=a=0$. There the $t$ curvature is $8A=8$ eV, and the $(p,a)$ block has eigenvalues

$$\frac{k_p+k_a}2\mp\sqrt{\Big(\frac{k_a-k_p}2\Big)^2+g^2}=0.8\mp1.17=-0.37,\ 1.97\ \mathrm{eV}.$$

A field moves the saddle off this point. To first order, at $t=1$, the conditions $k_pp-ga+wF=0$ and $k_aa-gp=0$ give $a=gp/k_a$ and

$$p=\frac{wF}{g^2/k_a-k_p}=\frac{0.0669}{0.608}=0.110\qquad(F=2\ \mathrm{MV/cm}).$$

The saddle moves towards the state being left, as it should when the field favours departure. The search is not given this estimate.

## The search

At 2 MV/cm the up well is at $(t,p,a)=(1.123,1.153,0.924)$. The start is displaced from it by $(-0.02,-0.20,-0.15)$, and the first direction is random. With $h=0.01$, the curvature along it is 1.216 eV. One turn lowers it to 0.439 eV and repeated turns to 0.301 eV, which agrees with the lowest eigenvalue of the Hessian there.

Each translation adds $s$ times the right side of (1) or (2), with $s=0.08$ eV⁻¹. The point first climbs with positive curvature. The curvature changes sign between steps 20 and 40, as $p$ falls from 0.78 to 0.59, and the search ends at

$$(t,p,a)=(1.0015,\,0.1109,\,0.1015),$$

close to the first-order estimate. Root finding on the force components, started from a grid of points, gives the same saddle to within $3\times10^{-9}$ in amplitude. If the force is not reversed, the same start falls back into the up well. If it is reversed along the fixed $t$ axis, the saddle repels at a rate of 8.0 eV: the $t$ axis is nearly perpendicular to the unstable direction, so the wrong component of the force is reversed.

The final approach is slow for a reason that the linearization supplies. Each step multiplies the error along $\mathbf v_i$ by $1-s|\lambda_i|$, and the softest direction lags:

$$1-0.08\times0.3612=0.9711 ,$$

which is also the factor observed. From step 320 to step 702 the force should fall by $0.9711^{382}\approx1.4\times10^{-5}$, from $7.2\times10^{-5}$ to about $10^{-9}$ eV, as it does.

Near the saddle the best fixed step balances the softest and stiffest directions, $s=2/(0.361+8.040)=0.24$ eV⁻¹, with factor $(8.040-0.361)/(8.040+0.361)=0.91$. Plain descent into the up well allows less: the largest Hessian eigenvalue there is about 11.4 eV, so a fixed step must stay below about $2/11.4=0.175$ eV⁻¹. The search does not meet this limit at the well, because (2) moves only along the softest direction there.

The run took 6233 force evaluations. A first-principles calculation would stop at a far looser force and use a better step rule.

## What one negative eigenvalue proves

At the end the Hessian is built column by column from force differences. Its eigenvalues are

$$-0.3612,\quad 1.985,\quad 8.040\ \mathrm{eV}.$$

Changing the difference step from 0.001 to 0.002 changes the matrix by $1.2\times10^{-5}$ eV in norm. By Weyl's inequality a symmetric error of norm $\epsilon$ moves no eigenvalue by more than $\epsilon$. The eigenvalue nearest zero is some 30,000 times larger than this estimate, so the count of one is secure.

The count does not depend on the units of the coordinates. If $\mathbf x=S\mathbf y$ with $S$ invertible, the quadratic form becomes $\mathbf y^TS^THS\mathbf y$. It takes the same values on corresponding vectors, so the largest subspace on which it is negative keeps its dimension. Doubling the scale of $p$ changes the eigenvalues to $-0.786$, 3.649 and 8.045 eV, still with one negative. The direction of lowest curvature does change, and with it the path of the search.

One negative eigenvalue establishes a first-order saddle. It does not establish switching. A second search, started near $t=p=a=0$, converges to $t=a=0$, $p=-0.163$. There the $(t,a)$ block of the Hessian is

$$\begin{pmatrix}-4A&-gp\\-gp&k_a\end{pmatrix},$$

whose determinant is negative, while the $p$ curvature $k_p+3bp^2$ is positive. So this point too has one negative eigenvalue. Yet descent on its two sides ends in two wells that both have $p=-1.266$ and differ in the signs of $t$ and $a$. The polarization is the same before and after.

The first saddle passes this test: a small displacement along $\pm\mathbf v_1$ followed by descent leads to the up well on one side and to a down well, $p=-1.266$, on the other. Its barrier is

$$\Delta E=0.00370-(-0.14295)=0.1466\ \mathrm{eV\ per\ cell}.$$

Whether a lower pass exists is a further question, which no local Hessian can answer. Here three coordinates allow a direct search. On a grid of spacing 0.03, raise an energy level until the grid points below it connect the two wells. This gives 0.1474 eV, within the estimated grid error of 0.0028 eV, so in this model the dimer has found the lowest pass between these wells to that accuracy.

The barrier's response to field follows without new searches. When $F$ changes, the saddle and the well both move, but $E$ is stationary at each, so only the explicit field term contributes:

$$\frac{d\Delta E}{dF}=w(p_{\rm saddle}-p_{\rm well})=0.03345\,(0.1109-1.1530)=-0.0349\ \mathrm{eV}\ \text{per MV/cm}.$$

Separate searches at neighbouring fields give the same slope. At zero field the search recovers the tetragonal point, with a barrier of 0.222 eV.

## More cells, more negative eigenvalues

The count refers to the coordinates allowed to move. Put eight cells in a periodic row and add $\tfrac K2\sum_i(p_i-p_{i+1})^2$ with $K=0.02$ eV. If every cell sits at the one-cell saddle, the coupling exerts no force and the row is stationary. For a modulation of wavenumber $q$ the coupling adds $K(2-2\cos q)$ to the $p$ curvature, at most $4K=0.08$ eV. This cannot lift $-0.361$ eV above zero, nor can it make the positive eigenvalues negative. The row has eight negative eigenvalues, one for each $q$. Its energy, $8\times0.1466=1.17$ eV above the up state, is not a barrier for the row, and seven of its directions repel the dimer flow.

A search started with one cell near its saddle and the others in the up well finds a localized saddle with one negative eigenvalue, $-0.343$ eV, and a barrier of 0.169 eV. First-order perturbation theory accounts for the increase: two bonds of unrelaxed coupling cost

$$2\cdot\tfrac K2(1.153-0.111)^2=0.022\ \mathrm{eV},$$

which gives 0.168 eV. Descent leads back to the uniform up state on one side and to a row with one flipped cell, 0.051 eV lower, on the other. The starting guess matters: this search was begun locally, and nothing shows that it found the lowest saddle of the row.

## Beside a real capacitor

The well's polarization, 46 μC/cm², is near the roughly 50 μC/cm² computed for polar hafnia; polycrystalline films usually show less. This agreement is built in, since the 40 μC/cm² at $p=1$ is an input. A field of 2 MV/cm is typical of operation, but the model's up well survives to about 8.4 MV/cm, several times the coercive field of real films and above breakdown. The value $A=1$ eV, or 0.25 eV per formula unit, is high: the tetragonal phase lies roughly 0.1 eV per formula unit below the cubic one. The non-switching saddle is therefore placed too high. The switching barrier depends on $A$ as well, because a softer $t$ deepens the wells: with $A=0.4$ eV and the other constants unchanged, the barrier is 0.288 eV at 2 MV/cm and 0.382 eV at zero field, and the polarization at 2 MV/cm is 57 μC/cm². The barriers quoted here belong to the chosen constants, not to hafnia.

The assumption that real films break most plainly is that cells switch singly in a perfect crystal. They switch through nuclei, domain walls and defects. At 300 K, $kT=25.9$ meV, so the 2 MV/cm barrier is only $5.7\,kT$ and the zero-field barrier $8.6\,kT$. Independent cells with such barriers could not store data for years; retention requires a higher barrier. Larger correlated regions may provide one, but this cell does not give its value.

Other omissions can be sized. An unscreened dead layer of thickness $d=0.5$ nm and permittivity $\varepsilon_d=20$ beside a film of $L=10$ nm and $\varepsilon_f=30$ produces, between shorted electrodes, a depolarizing field

$$\frac{Pd}{\varepsilon_0(\varepsilon_dL+\varepsilon_fd)}=1.2\ \mathrm{MV/cm}.$$

It points down and so adds to the applied field. Held fixed during switching, it lowers the barrier to 0.107 eV, by 27%. The total, 3.2 MV/cm, is 0.64 of a rough breakdown field of 5 MV/cm. But zero total voltage requires the dead layer to carry $L/d=20$ times the depolarizing field, about 24 MV/cm, which it could not withstand. Charge would have to compensate much of the polarization, so the 27% is probably an overestimate.

A uniaxial strain of 1% at a modulus of 200 GPa stores 8 meV per cell; a biaxial mismatch of 1%, as in a clamped film, stores $Y\epsilon^2/(1-\nu)$ per volume, about 24 meV per cell for $\nu=0.3$. Zero-point motion, with four oxygen masses, lowers the barrier by 14 meV at low temperature. Tunnelling through the barrier top takes over when the imaginary time available, $\hbar/kT$, exceeds one period $2\pi/\omega$ in the inverted barrier, that is, below $T=\hbar\omega/2\pi k$. With $\hbar\omega=9.7$ meV this is 18 K, far below the temperature of use. The full set of values is in the numerical output.

## Table of computed values

```
model A, kp, ka, g, b (eV): 1.0 0.4 1.2 1.1 0.4
cell volume (nm^3): 0.134; polarization at p=1 (uC/cm2): 40
unit amplitude (nm): 0.05; field (MV/cm): 2.0
field coupling w (eV per MV/cm): 0.03345
dimer half length: 0.01; step s (1/eV): 0.08
up well: t=1.1229 p=1.1530 a=0.9239  E=-0.14295 eV
up-well polarization (uC/cm2): 46.12
search start: t=1.1029 p=0.9530 a=0.7739
first random direction: 0.3635 0.8643 0.3476
curvature at start along it (eV): 1.2163
after one rotation (eV): 0.4391
after all rotations, dimer (eV): 0.3011; lowest eigenvalue: 0.3011
step 0: p=0.95297 curvature=0.3011 eV |F|=2.08e-01 eV
step 10: p=0.87409 curvature=0.1893 eV |F|=2.23e-01 eV
step 20: p=0.77947 curvature=0.0694 eV |F|=2.33e-01 eV
step 40: p=0.58840 curvature=-0.1192 eV |F|=1.58e-01 eV
step 80: p=0.28763 curvature=-0.3101 eV |F|=7.34e-02 eV
step 160: p=0.12876 curvature=-0.3581 eV |F|=7.83e-03 eV
step 320: p=0.11111 curvature=-0.3611 eV |F|=7.24e-05 eV
step 702: p=0.11095 curvature=-0.3612 eV |F|=9.90e-10 eV
force evaluations in search: 6233
saddle: t=1.0015 p=0.1109 a=0.1015  E=0.00370 eV
saddle polar displacement (nm): 0.00555
distance to root-finder saddle (amplitude): 2.7e-09
saddle Hessian eigenvalues (eV): -0.36119 1.98501 8.04043
Hessian error estimate (eV): 1.2e-05
eigenvalues after rescaling t,p,a by 1,2,1 (eV): -0.7855 3.6488 8.0453
error factor per step: seen 0.97110, predicted 0.97110
growth rate with fixed t axis (eV): 8.0336
down well: t=1.1417 p=-1.2657 a=-0.9957  E=-0.30513 eV
barrier (eV per cell): 0.14664
flood-fill barrier (eV): 0.1474; grid bound (eV): 0.0028
stationary points with index 0,1,2,3: [4, 3, 0, 0]
non-switching saddle: t=0.0000 p=-0.1629 a=0.0000  E=0.99448 eV
its two end wells have p = -1.2657 and -1.2657
zero-field barrier (eV): 0.22216
barrier slope (eV per MV/cm): difference -0.034860, formula -0.034860
row: cells 8, coupling (eV) 0.020
uniform row saddle: negative eigenvalues 8, barrier (eV) 1.1731
localized row saddle: barrier (eV) 0.16944, first cell t=1.0002 p=0.0381 a=0.0350
its two lowest eigenvalues (eV): -0.34306 0.60606
share of its mode in first cell: 0.9997
after descent: flipped cells 1, energy change (eV) -0.05088
thermal energy at 300 K (meV): 25.85; barrier/kT: 5.67
moving mass (u): 63.996; barrier-mode quantum (meV): 9.71
tunnelling crossover (K): 17.9; zero-point shift (meV): -14.12
film, dead layer (nm): 10.0 0.5; permittivities: 30 20
depolarizing field (MV/cm): 1.211; barrier with it (eV): 0.10665
rough breakdown field (MV/cm): 5.0; total field/breakdown: 0.64
strain energy (meV) at 200 GPa, strain 0.01: 8.36
```
